One-Gaussian density fitting: when is the overlap-metric energy error linear?

**Question**

I am trying to understand density fitting on the smallest case I can think of. I take the product ρ = φ_a φ_b of two normalized s Gaussians and replace it by dχ, where χ is a single s Gaussian with fixed exponent and centre. The coefficient d is the only thing I fit. I can choose it by least squares in the overlap metric or in the Coulomb metric, and then I compute the self-repulsion of dχ in place of that of ρ.

I was told that the overlap fit gives an energy error linear in the residual ρ − dχ, unless a "robust" energy formula is used. I can't derive this, and my test disagrees with it. With orbital exponents 0.9 and 0.6 bohr⁻² and centres 1.2 bohr apart, I gave χ the exponent of the product and moved it off the product's centre. Going from a shift of 0.10 to 0.05 bohr halves the relative Coulomb norm of the residual, from 0.0708 to 0.0354. The relative energy error falls from 0.0149 to 0.0037, a factor of four. That looks quadratic. Is the claim wrong, or is my test?

**Answer**

Your test is right, and the claim needs a condition. A mismatch in the exponent of a concentric χ gives a linear error. A pure displacement is a special case in which symmetry removes the linear term from the self-repulsion.

**Conventions and the product density**

I use Rydberg units: lengths in bohr, energies in Ry, e² = 2, and charge counted in units of e. Write ⟨f|g⟩ for the overlap integral of two real functions, and

(f|g) = ∬ f(r) g(r′) 2/|r − r′| d³r d³r′,  E[ρ] = ½(ρ|ρ).

The orbitals are φ_a = (2a/π)^{3/4} exp(−a|r − A|²) and likewise φ_b. With p = a + b and P = (aA + bB)/p, completing the square gives

a|r − A|² + b|r − B|² = p|r − P|² + (ab/p)|A − B|²,

because the constant left over is aA² + bB² − |aA + bB|²/p = ab|A − B|²/p. So ρ is itself one Gaussian, ρ = q g_p, where g_p = (p/π)^{3/2} exp(−p|r − P|²) has unit charge. Multiplying the prefactor (2√(ab)/π)^{3/2} by ∫exp(−p r²)d³r = (π/p)^{3/2} gives the charge

q = (2√(ab)/p)^{3/2} exp(−ab|A − B|²/p).

Let χ = (c/π)^{3/2} exp(−c|r − Q|²), also of unit charge, and define D = |Q − P| and μ = pc/(p + c).

**The two integrals**

Completing the square again,

⟨g_p|χ⟩ = (pc/π²)^{3/2} [π/(p + c)]^{3/2} exp(−μD²) = (μ/π)^{3/2} exp(−μD²).

For the Coulomb integral, set u = r − r′ and integrate over r at fixed u. This is the overlap just found, with χ moved by u, so

(g_p|χ) = ∫ (2/|u|) (μ/π)^{3/2} exp(−μ|u − (P − Q)|²) d³u.

Insert 1/|u| = (2/√π) ∫₀^∞ exp(−s²u²) ds. The integral over u is once more a product of two Gaussians:

(g_p|χ) = (4/√π) μ^{3/2} ∫₀^∞ (μ + s²)^{−3/2} exp[−μD² s²/(μ + s²)] ds.

With v = s/√(μ + s²), for which dv = μ(μ + s²)^{−3/2} ds, this becomes

(g_p|χ) = 4√(μ/π) F(μD²),  F(T) = ∫₀¹ exp(−Tv²) dv.

Two equal, concentric Gaussians have μ = c/2 and F(0) = 1, so (χ|χ) = 4√(c/2π). Replacing c by p gives (g_p|g_p), and hence E[ρ] = ½q²·4√(p/2π) = q²√(2p/π).

**The two fits**

Let δ = ρ − dχ. In the overlap metric we minimize

⟨δ|δ⟩ = ⟨ρ|ρ⟩ − 2d⟨χ|ρ⟩ + d²⟨χ|χ⟩.

Setting the derivative with respect to d to zero gives d_S = ⟨χ|ρ⟩/⟨χ|χ⟩. The same steps with round brackets give d_J = (χ|ρ)/(χ|χ). Since ⟨χ|χ⟩ = (c/2π)^{3/2} and 2μ/c = 2p/(p + c),

d_S = q [2p/(p + c)]^{3/2} exp(−μD²),
d_J = q [2p/(p + c)]^{1/2} F(μD²).

**Where the linear term comes from**

Put ρ = dχ + δ into E[ρ] and subtract E[dχ] = ½d²(χ|χ):

E[ρ] − E[dχ] = (dχ|δ) + ½(δ|δ).

The first term is linear in δ. It can be written out:

(dχ|δ) = d[(χ|ρ) − d(χ|χ)] = d(χ|χ)(d_J − d).

For d = d_J it vanishes: the Coulomb fit makes the residual orthogonal to χ in the metric that the energy uses. The overlap fit makes δ orthogonal to χ in a different metric, so the term generally survives.

The robust energy removes it for any d:

E_rob = (ρ|dχ) − ½(dχ|dχ),
E[ρ] − E_rob = ½(ρ|ρ) − (ρ|dχ) + ½(dχ|dχ) = ½(δ|δ).

The Coulomb kernel has the positive Fourier transform 8π/k², so (δ|δ) ≥ 0 and E_rob never lies above E[ρ]. For d = d_J the robust energy and E[dχ] coincide, because (ρ|d_Jχ) = (d_Jχ|d_Jχ).

A surviving cross term does not yet prove a linear law, since it may itself shrink faster than δ. We need its size along a definite family of fits. I measure the residual by η, with η² = (δ|δ)/(ρ|ρ).

**Exponent mismatch: linear**

Take Q = P and c/p = 1 + ε. The ratio of self-repulsions is (d/q)² (χ|χ)/(g_p|g_p), and the last factor is √(c/p) = √(1 + ε). Since 2p/(p + c) = 1/(1 + ε/2),

E[d_Sχ]/E[ρ] = √(1 + ε)/(1 + ε/2)³,
E[d_Jχ]/E[ρ] = √(1 + ε)/(1 + ε/2).

Take logarithms. The first is ε/2 − 3ε/2 + O(ε²) = −ε + O(ε²). In the second the linear terms cancel, leaving −ε²/4 + ε²/8 = −ε²/8, up to O(ε³). The relative errors, meaning (E[ρ] − E[dχ])/E[ρ], are therefore

overlap: ε + O(ε²),  Coulomb: ε²/8 + O(ε³).

To express the first through η, write δ = δ_J + (d_J − d_S)χ, where δ_J is the Coulomb-fit residual. As (χ|δ_J) = 0, there is no cross term:

η² = (δ_J|δ_J)/(ρ|ρ) + (d_J − d_S)²(χ|χ)/(ρ|ρ).

The first part equals the relative Coulomb-fit error, ε²/8. For the second, d_S/q ≈ 1 − 3ε/4 and d_J/q ≈ 1 − ε/4 differ by ε/2, which contributes ε²/4. Hence η² = 3ε²/8 + O(ε³), and

(E[ρ] − E[d_Sχ])/E[ρ] = sign(ε) √(8/3) η + O(η²).

This is the linear law, with slope about 1.633.

The physical reason is visible in E[dχ] = d²√(2c/π). A tighter χ repels itself more strongly per squared charge. To keep the energy unchanged at first order, d must fall by the fraction ε/4, and the Coulomb fit does that. The overlap fit lowers d by 3ε/4. The excess reduction ε/2 enters the energy squared and costs ε.

**Pure displacement: quadratic**

Now take your case, c = p, and let t = pD². Then μ = p/2 and (χ|χ) = (g_p|g_p), so

d_S = q exp(−t/2),  E[d_Sχ]/E[ρ] = exp(−t),
d_J = q F(t/2),  E[d_Jχ]/E[ρ] = F(t/2)².

From F(T) = 1 − T/3 + O(T²), the Coulomb-fit error is t/3 to leading order. The coefficients differ by order t, which adds only order t² to η². Thus η² = t/3 + O(t²), while the overlap error is t + O(t²):

(E[ρ] − E[d_Sχ])/E[ρ] = 3η² to leading order.

Parity explains the missing linear term. For a small shift vector **D** = Q − P, χ ≈ g_p − **D**·∇g_p and d_S = q + O(D²), so δ ≈ q **D**·∇g_p. This is odd about P, whereas the potential of ρ is even, so (ρ|δ) has no part of order D. Neither has (dχ|δ) = (ρ|δ) − (δ|δ). Parity is more than the argument needs. For any density fitted by a shifted copy of itself, (ρ|**D**·∇ρ) and ⟨ρ|**D**·∇ρ⟩ vanish, because (ρ|ρ) and ⟨ρ|ρ⟩ do not change under translation. The cancellation belongs to the self-repulsion. For the interaction with a second density σ, the error (σ|δ) ≈ q(σ|**D**·∇g_p) is in general of order D, with either fit.

Your numbers fit this: at shifts of 0.10 and 0.05 bohr, error/η² is 2.973 and 2.993. The overlap fit is still worse than the Coulomb fit here, by a factor of three at leading order, but both errors scale alike.

With both mismatches present, E[d_Sχ]/E[ρ] acquires the factor exp(−2μD²) ≈ exp(−t). Take ε and √t of the same small order, so that t is of order ε² and the ε² term of the exponent mismatch must be kept beside it: √(1 + ε)/(1 + ε/2)³ = (1 + ε/2 − ε²/8)(1 − 3ε/2 + 3ε²/2) + O(ε³) = 1 − ε + 5ε²/8 + O(ε³). In η², the Coulomb-fit part acquires the factor F(μD²)² ≈ 1 − t/3 and becomes ε²/8 + t/3, while d_J − d_S still contributes ε²/4. To second order,

relative error ≈ ε − 5ε²/8 + t,  η² ≈ 3ε²/8 + t/3.

If ε and D shrink in proportion, ε dominates the error and the law is linear again. If instead ε is only of order t, both the error ε + t and η² ≈ t/3 are of order t, and the law stays quadratic. Since d_S/d_J ≈ 1 − ε/2 − t/3, the cross term vanishes near ε = −2t/3. Your test had ε = 0.

For any fit there is also an upper bound. Write the error as (ρ|δ) − ½(δ|δ), apply the Cauchy–Schwarz inequality to (ρ|δ), and divide by ½(ρ|ρ). The relative error is at most 2η + η² in magnitude.

**Your orbitals with a mismatched exponent**

Keep a = 0.9, b = 0.6 bohr⁻² and the separation of 1.2 bohr. Then p = 1.5 bohr⁻², P lies 0.6 × 1.2/1.5 = 0.48 bohr from A, and

q = (2√0.54/1.5)^{3/2} exp(−0.36 × 1.2²) = 0.5775.

Choose c = 1.8 bohr⁻² at Q = P, so ε = 0.2 and 2p/(p + c) = 3/3.3:

d_S = 0.5775 × (3/3.3)^{3/2} = 0.5006,
d_J = 0.5775 × (3/3.3)^{1/2} = 0.5506.

With (χ|χ) = 2.1409 Ry and (ρ|χ) = 1.1789 Ry, the energies are

exact: 0.3259 Ry (4.434 eV)
overlap fit, ½d_S²(χ|χ): 0.2682 Ry (3.650 eV)
overlap fit, robust, d_S(ρ|χ) − ½d_S²(χ|χ): 0.3219 Ry (4.380 eV)
Coulomb fit, ½d_J²(χ|χ): 0.3246 Ry (4.416 eV)

The non-robust overlap error splits as derived above:

(d_Sχ|δ) = d_S(χ|χ)(d_J − d_S) = 0.05365 Ry,
½(δ|δ) = 0.00403 Ry,
sum = 0.05768 Ry.

That is 17.7% of the exact energy. The robust formula removes the first part and leaves 1.2%; the Coulomb fit leaves 0.4%.

Changing c at fixed Q = P shows the scaling:

ε = +0.20: η = 0.1112, error = +0.1770, error/η = +1.591
ε = +0.10: η = 0.0583, error = +0.0940, error/η = +1.612
ε = +0.05: η = 0.0299, error = +0.0485, error/η = +1.623
ε = −0.20: η = 0.1359, error = −0.2269, error/η = −1.670

The ratio approaches √(8/3) as ε decreases through positive values. For a fit function that is too diffuse, ε = −0.20, the sign reverses and the fitted energy is too high. The numerical check obtains the fits and energies from integrals over the original orbitals, independently of the closed forms used here.

Values computed for the example and the checks

```
orbital exponents a, b = 0.9, 0.6 bohr^-2; separation 1.2 bohr
product exponent p = 1.5000 bohr^-2; centre 0.4800 bohr from A
fit exponent c = 1.8 bohr^-2; c/p = 1.2000; Q = P
charge q = 0.577518 e
overlap-fit coefficient d_S = 0.500583 e
Coulomb-fit coefficient d_J = 0.550641 e
(chi|chi) = 2.140949 Ry; (rho|chi) = 1.178895 Ry
E exact: 0.325924 Ry = 4.4344 eV; exact minus this 0.000000 Ry
E overlap fit, non-robust: 0.268243 Ry = 3.6496 eV; exact minus this 0.057681 Ry
E overlap fit, robust: 0.321892 Ry = 4.3796 eV; exact minus this 0.004032 Ry
E Coulomb fit: 0.324574 Ry = 4.4161 eV; exact minus this 0.001350 Ry
overlap error, first-order part (d chi|delta) = 0.053649 Ry
overlap error, second-order part (delta|delta)/2 = 0.004032 Ry
Coulomb fit, (delta|delta)/2 = 0.001350 Ry
Exponent mismatch (Q = P); errors are (E - E_fit)/E, dimensionless
eps      eta(overlap) nonrobust   nonrob/eta robust     Coulomb
-0.200   0.135872     -0.226923   -1.6701    0.018461   0.006192
+0.200   0.111225     +0.176976   +1.5911    0.012371   0.004141
+0.100   0.058305     +0.093999   +1.6122    0.003399   0.001134
+0.050   0.029870     +0.048469   +1.6227    0.000892   0.000297
+0.025   0.015120     +0.024613   +1.6279    0.000229   0.000076
limiting |nonrobust|/eta = sqrt(8/3) = 1.6330; at eps = 0.001: 1.6328
Displacement only (c = p); errors are (E - E_fit)/E, dimensionless
shift/bohr  t         eta(overlap) nonrobust  nonrob/eta nonrob/eta^2 Coulomb
0.20        0.060000  0.141806     0.058235   0.4107     2.8960       0.019723
0.10        0.015000  0.070762     0.014888   0.2104     2.9733       0.004983
0.05        0.003750  0.035362     0.003743   0.1058     2.9933       0.001249
0.01        0.000150  0.007071     0.000150   0.0212     2.9997       0.000050
both: eps = 0.01, t = 0.0001: nonrobust error 0.010037, eps + t = 0.010100
both: eta^2 = 7.0957e-05, 3 eps^2/8 + t/3 = 7.0833e-05
```
